\section*{Apparent permittivity of a conductive bilayer can exceed both constituents}

\section{What dimensions and symmetry fix}

Two flat layers are stacked between parallel electrodes, with the field normal to the layers. Layer $k=1,2$ fills a fraction $f_k$ of the total thickness $d$, so $f_1+f_2=1$. It has relative permittivity $\varepsilon_k$ and ohmic conductivity $\sigma_k>0$, all real and independent of frequency. Label the layers so that $\varepsilon_1\le\varepsilon_2$. For a voltage $V$ varying as $e^{+i\omega t}$, let $E=V/d$ be the mean field and $J$ the total current density, conduction plus displacement. A bridge that measures the current in phase and in quadrature with the voltage reports
\begin{equation}
\frac{J}{E}=y=\sigma'(\omega)+i\omega\varepsilon_0\,\varepsilon'(\omega),
\label{def}
\end{equation}
and $\varepsilon'$ is the apparent permittivity.

In each layer the current density is $y_kE_k$ with $y_k=\sigma_k+i\omega\varepsilon_0\varepsilon_k$. Frequency therefore enters only through the products $\omega\varepsilon_1$ and $\omega\varepsilon_2$. Since both layers conduct, $y$ is a smooth function of these products near zero, and its first-order term is linear in them. The low-frequency limit $\varepsilon_s=\varepsilon'(\omega\to0)$ must then have the form
\begin{equation}
\varepsilon_s=a_1\varepsilon_1+a_2\varepsilon_2 ,
\label{form}
\end{equation}
where $a_1$ and $a_2$ are dimensionless. They can depend only on $f_1$ and on the ratio $x=\sigma_2/\sigma_1$, and exchanging the labels of the layers exchanges $a_1$ and $a_2$.

The belief that $\varepsilon_s$ lies between $\varepsilon_1$ and $\varepsilon_2$ amounts to reading (\ref{form}) as an average, with $a_1+a_2=1$. For $x=1$ and $\varepsilon_1=\varepsilon_2$ the sample is uniform, and the sum is indeed one. Neither dimensions nor symmetry require this when $x\neq1$.

\section{The counter-example: oil and pressboard}

Take 7 mm of mineral oil (layer 1) in series with 3 mm of pressboard (layer 2) at $20\,^\circ$C:
\[
f_1=0.70,\quad f_2=0.30,\quad \varepsilon_1=2.2,\quad \varepsilon_2=4.5,\quad
\sigma_1=10^{-12}\ \mathrm{S/m},\quad \sigma_2=10^{-14}\ \mathrm{S/m}.
\]

No free current leaves the stack sideways, so the total current density $J$ is the same in both layers and $E_k=J/y_k$. The layer voltages add up to $V$, which gives $E=f_1E_1+f_2E_2$ and hence
\begin{equation}
\frac1y=\frac{f_1}{y_1}+\frac{f_2}{y_2}.
\label{series}
\end{equation}
To first order in $\omega$, $1/y_k=1/\sigma_k-i\omega\varepsilon_0\varepsilon_k/\sigma_k^2$. With $R=f_1/\sigma_1+f_2/\sigma_2$,
\begin{align}
\frac1y&=R-i\omega\varepsilon_0\sum_k\frac{f_k\varepsilon_k}{\sigma_k^2}+O(\omega^2),\\
y&=\frac1R+i\omega\varepsilon_0\,\frac{1}{R^2}\sum_k\frac{f_k\varepsilon_k}{\sigma_k^2}+O(\omega^2).
\end{align}
The sign changes because $1/(R-\delta)=1/R+\delta/R^2+\dots$. Comparison with (\ref{def}) gives
\begin{equation}
\varepsilon_s=f_1\varepsilon_1g_1^2+f_2\varepsilon_2g_2^2,\qquad g_k=\frac{1}{\sigma_kR}.
\label{eps_s}
\end{equation}
Here $g_k$ is the steady field in layer $k$ divided by the mean field, because a steady current $E/R$ produces the field $E/(R\sigma_k)$. The coefficients in (\ref{form}) are thus $a_k=f_kg_k^2$.

For the numbers above, $R=0.70\times10^{12}+0.30\times10^{14}=3.07\times10^{13}$ m/S, and
\[
g_1=\frac{10^{12}}{3.07\times10^{13}}=0.0326,\qquad
g_2=\frac{10^{14}}{3.07\times10^{13}}=3.257 .
\]
The coefficients are $a_1=0.0007$ and $a_2=3.183$, so that
\[
\varepsilon_s=0.0007\times2.2+3.183\times4.5=14.3 .
\]
This is 3.2 times the larger constituent permittivity.

The size of the result has a simple origin. At low frequency the oil conducts well enough to carry almost no voltage, and it acts as an extension of the electrode. The pressboard is then a capacitor of thickness $f_2d$, but the apparent permittivity is computed with the full thickness $d$. For perfectly conducting oil this gives $\varepsilon_2/f_2=15.0$, close to the value found.

The tempting error is to put the real permittivities alone into the series rule. That gives
\begin{equation}
\frac{1}{\varepsilon_\infty}=\frac{f_1}{\varepsilon_1}+\frac{f_2}{\varepsilon_2},
\label{einf}
\end{equation}
or $\varepsilon_\infty=2.60$ here, which does lie between 2.2 and 4.5. But (\ref{series}) averages complex numbers, and the imaginary part of $1/y$ contains the conductivities as well as the permittivities. Equation (\ref{einf}) follows from it when $\omega\varepsilon_0\varepsilon_k\gg\sigma_k$ in both layers.

\section{The correct general statement}

For the bilayer defined above, at every $\omega>0$,
\begin{equation}
\varepsilon'(\omega)=\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}{1+\omega^2\tau^2},
\qquad \varepsilon_1\le\varepsilon_\infty\le\varepsilon'(\omega)\le\varepsilon_s .
\label{statement}
\end{equation}
The smaller constituent permittivity is a lower bound, but the larger one is not an upper bound. The low-frequency value exceeds both constituents if and only if $x=\sigma_2/\sigma_1$ satisfies
\begin{equation}
x<x_-=\frac{1}{1+\sqrt{(\varepsilon_2-\varepsilon_1)/(f_2\varepsilon_2)}}
\label{xminus}
\end{equation}
or, when $\varepsilon_1>f_1\varepsilon_2$,
\begin{equation}
x>x_+=\frac{f_2\varepsilon_2+\sqrt{f_2\varepsilon_2(\varepsilon_2-\varepsilon_1)}}{\varepsilon_1-f_1\varepsilon_2}.
\label{xplus}
\end{equation}

\subsection{Proof of the frequency dependence}

Write (\ref{series}) as $y=y_1y_2/(f_1y_2+f_2y_1)$ and define
\[
A=f_1\varepsilon_2+f_2\varepsilon_1,\qquad B=f_1\sigma_2+f_2\sigma_1,\qquad \tau=\varepsilon_0A/B .
\]
The denominator is $B+i\omega\varepsilon_0A=B(1+i\omega\tau)$. The limits of $y$ suggest subtracting $\sigma_0+i\omega\varepsilon_0\varepsilon_\infty$, where $\sigma_0=\sigma_1\sigma_2/B=1/R$ and $\varepsilon_\infty=\varepsilon_1\varepsilon_2/A$, which is (\ref{einf}). Over the common denominator, the terms of order $\omega^0$ and $\omega^2$ cancel, and what remains is
\begin{equation}
y-\sigma_0-i\omega\varepsilon_0\varepsilon_\infty
=\frac{i\omega\varepsilon_0}{B(1+i\omega\tau)}
\left[\varepsilon_1\sigma_2+\varepsilon_2\sigma_1-\frac{\sigma_1\sigma_2A}{B}-\frac{\varepsilon_1\varepsilon_2B}{A}\right].
\end{equation}
Multiplied by $AB$, the bracket factorizes as $(\varepsilon_1B-\sigma_1A)(\sigma_2A-\varepsilon_2B)$, as expansion confirms. Inserting $A$ and $B$,
\begin{align}
\varepsilon_1B-\sigma_1A&=f_1(\varepsilon_1\sigma_2-\varepsilon_2\sigma_1),\\
\sigma_2A-\varepsilon_2B&=f_2(\varepsilon_1\sigma_2-\varepsilon_2\sigma_1).
\end{align}
Therefore
\begin{equation}
y=\sigma_0+i\omega\varepsilon_0\left[\varepsilon_\infty+\frac{\Delta}{1+i\omega\tau}\right],\qquad
\Delta=\frac{f_1f_2(\varepsilon_1\sigma_2-\varepsilon_2\sigma_1)^2}{AB^2}\ge0 .
\label{debye}
\end{equation}
Since $1/(1+i\omega\tau)=(1-i\omega\tau)/(1+\omega^2\tau^2)$, the quadrature part of (\ref{debye}) is $\varepsilon'=\varepsilon_\infty+\Delta/(1+\omega^2\tau^2)$. At $\omega\to0$ this gives $\Delta=\varepsilon_s-\varepsilon_\infty$. Because $\Delta\ge0$, $\varepsilon'$ lies between $\varepsilon_\infty$ and $\varepsilon_s$. By (\ref{einf}), $1/\varepsilon_\infty$ is a true average of $1/\varepsilon_1$ and $1/\varepsilon_2$, so $\varepsilon_\infty\ge\varepsilon_1$. This proves (\ref{statement}).

\subsection{Why the apparent value is not an average}

Let $g_k=E_k/E$ now denote the complex field ratio at frequency $\omega$. Then $\sum_kf_kg_k=1$, and equal currents mean $y_kg_k=y$. Multiplying $y$ by the complex conjugate of the first relation gives
\begin{equation}
y=\sum_kf_kg_k^*\,y=\sum_kf_kg_k^*\,y_kg_k=\sum_kf_ky_k|g_k|^2 .
\end{equation}
Its quadrature part is
\begin{equation}
\varepsilon'(\omega)=\sum_kf_k\varepsilon_k|g_k|^2 ,
\label{power}
\end{equation}
which extends (\ref{eps_s}) to every frequency. The weights obey
\begin{equation}
\sum_kf_k|g_k|^2-1=\sum_kf_k|g_k-1|^2\ge0 ,
\end{equation}
because the cross term on the right is $-2\,\mathrm{Re}\sum_kf_kg_k=-2$ and the constant term is $+1$. The weights sum to more than one whenever the field is non-uniform.

That surplus permits an excess but does not guarantee one. In a lossless bilayer with $\varepsilon_1\ne\varepsilon_2$ the weights also sum to more than one. There, however, the field is stronger in the layer of lower permittivity, in the proportion $g_k=\varepsilon_\infty/\varepsilon_k$, and the result stays at $\varepsilon_\infty$. Conduction removes this link, because at low frequency the field is set by the conductivities and can concentrate in either layer.

\subsection{Proof of the condition for exceeding both}

Multiplying the numerator and denominator of $g_k=1/(\sigma_kR)$ by $\sigma_1\sigma_2$ and dividing by $\sigma_1$ gives $g_1=x/(f_1x+f_2)$ and $g_2=1/(f_1x+f_2)$. The requirement $\varepsilon_s>\varepsilon_2$ becomes
\begin{equation}
f_1\varepsilon_1x^2+f_2\varepsilon_2>\varepsilon_2\left(f_1^2x^2+2f_1f_2x+f_2^2\right).
\end{equation}
Collect the terms, use $f_2-f_2^2=f_1f_2$, and divide by $f_1$:
\begin{equation}
P(x)=a\,x^2-2b\,x+b>0,\qquad a=\varepsilon_1-f_1\varepsilon_2,\quad b=f_2\varepsilon_2 .
\end{equation}
The roots are $(b\pm S)/a$ with
\[
S^2=b^2-ab=b(f_2\varepsilon_2+f_1\varepsilon_2-\varepsilon_1)=b(\varepsilon_2-\varepsilon_1)\ge0 .
\]
Since $(b-S)(b+S)=ab$, the root with the minus sign equals $b/(b+S)$, which is $x_-$ in (\ref{xminus}).

If $a>0$, both roots are positive and $P>0$ outside them, which gives (\ref{xminus}) or (\ref{xplus}). If $a<0$, the product of the roots, $b/a$, is negative, so $x_-$ is the only positive root. The parabola opens downwards, and $P>0$ for $0<x<x_-$. If $a=0$, then $P=b(1-2x)$ and $S=b$, so the condition is $x<1/2=x_-$. This completes the proof.

For oil and pressboard, $\sqrt{2.3/(0.30\times4.5)}=1.305$ and $x_-=0.434$. With the other parameters held fixed, the oil need be only 2.3 times as conductive as the pressboard for $\varepsilon_s$ to exceed both permittivities. The actual factor is 100. Exchanging the two conductivities gives a different outcome. Here $a=2.2-0.70\times4.5=-0.95$ is negative, so no value $x>1$ can work. The exchanged stack has $\varepsilon_s=3.12$, between the constituents and close to its limit $\varepsilon_1/f_1=3.14$ for $x\to\infty$.

Equal permittivities $\varepsilon_1=\varepsilon_2=\varepsilon$ form the opposite case. Then $S=0$, both roots merge at $x=1$, and any conductivity contrast lifts $\varepsilon_s$ above $\varepsilon$. The effect begins at second order in the contrast: for $\varepsilon=3$, $f_1=0.5$ and $x=1.2$, $\varepsilon_s=3.025$.

The geometry matters too. If the same layers stand side by side, parallel to the field, each feels the full field and $y=\sum_kf_ky_k$. Then $\varepsilon'=\sum_kf_k\varepsilon_k$, a true average at every frequency.

\section{The charge behind the excess}

With the field pointing from layer 1 to layer 2, Gauss's law gives the free charge per area at the interface. Using $E_k=yE/y_k$,
\begin{equation}
q=\varepsilon_0(\varepsilon_2E_2-\varepsilon_1E_1)
=\varepsilon_0yE\,\frac{\varepsilon_2y_1-\varepsilon_1y_2}{y_1y_2}
=\varepsilon_0yE\,\frac{\varepsilon_2\sigma_1-\varepsilon_1\sigma_2}{y_1y_2},
\end{equation}
since the terms in $i\omega\varepsilon_0\varepsilon_1\varepsilon_2$ cancel. The same difference appears squared in $\Delta$. When $\varepsilon_1/\sigma_1=\varepsilon_2/\sigma_2$, no charge collects and $\varepsilon'=\varepsilon_\infty$ at all frequencies, even though both layers conduct.

The value $\varepsilon_s$ also measures a recoverable charge. Hold the stack at constant $E$ until it is steady, then short the electrodes. Let $Q$ be the charge per area that flows back through the external circuit. Integrated over the discharge, the total current in layer $k$ gives
\begin{equation}
-Q=\sigma_k\int E_k\,dt-\varepsilon_0\varepsilon_kg_kE ,
\end{equation}
because the displacement falls from $\varepsilon_0\varepsilon_kg_kE$ to zero. Solve for $\int E_k\,dt$, multiply by $f_k$ and sum over $k$. The sum $\sum_kf_k\int E_k\,dt$ vanishes, since the voltage is zero during the short, and
\begin{equation}
Q\sum_k\frac{f_k}{\sigma_k}=\varepsilon_0E\sum_k\frac{f_k\varepsilon_kg_k}{\sigma_k}
\quad\Longrightarrow\quad Q=\varepsilon_0E\sum_kf_k\varepsilon_kg_k^2=\varepsilon_0\varepsilon_sE ,
\end{equation}
where $1/(\sigma_kR)=g_k$ was used. A time integration of the interface charge for the oil--pressboard stack returned $Q/(\varepsilon_0E)=14.325$, equal to $\varepsilon_s$ to the digits printed. Neither electrode held this charge under bias. In units of $\varepsilon_0E$, the magnitudes were $\varepsilon_1g_1=0.07$ on the oil side and $\varepsilon_2g_2=14.7$ on the pressboard side.

\section{How low the frequency must be}

When $\varepsilon_1<\varepsilon_2<\varepsilon_s$, setting $\varepsilon'=\varepsilon_2$ in (\ref{statement}) gives the frequency below which the apparent value exceeds both constituents:
\begin{equation}
\omega_c\tau=\sqrt{\frac{\varepsilon_s-\varepsilon_2}{\varepsilon_2-\varepsilon_\infty}} .
\end{equation}
In the example $A=3.81$ and $B=3.07\times10^{-13}$ S/m, so $\tau=110$ s and $1/(2\pi\tau)=1.45$ mHz. The square root is $\sqrt{9.83/1.90}=2.27$, and the crossing lies at 3.3 mHz. The model gives $\varepsilon'=2.60$ at 50 Hz, 2.84 at 10 mHz, 4.8 at 3 mHz, 10.5 at 1 mHz and 14.3 at 0.1 mHz. The stack is lossy where the excess appears: at 0.1 mHz the in-phase current is 0.47 of the quadrature current.

\section{Comparison with real insulation}

Oil and pressboard in series occur in power transformers, where pressboard spacers also bridge the oil in parallel. By the side-by-side rule, solid pressboard over 20\% of the area would lower $\varepsilon_s$ to $0.2\times4.5+0.8\times14.3=12.4$. The permittivities and conductivities used here are rough typical values, and the conductivities vary strongly with moisture, ageing and temperature. With rough activation energies of 0.4 eV for oil and 0.9 eV for pressboard, and fixed permittivities, heating to $60\,^\circ$C lowers $\varepsilon_s$ to 9.7 and $\tau$ to 13 s. Pressboard also has its own low-frequency dispersion; a rise of its permittivity from 4.5 to 5.5 would move $\varepsilon_s$ to 17.5. The assumptions of ohmic oil and a sharp interface are examined here only for small voltages. For a rough ion mobility of $10^{-9}\ \mathrm{m^2/(V\,s)}$, the interface charge spreads over a Debye length of about 22 $\mu$m. At 1 V this is a small correction: the layer adds about 1.5\% to the inverse capacitance of the pressboard, its voltage drop of 15 mV is below the thermal voltage of 25 mV, and the interface charge equals 0.4\% of the charge carried by the oil's ions of one sign, if both signs are equally mobile. At 100 V this share would be 37\%, and the linear estimate of the drop, 1.5 V, is far outside its range. The value 14.3 belongs to a sharp interface. At small signal the diffuse layer acts like about 1.5\% of extra pressboard thickness and lowers it to about 14.1. The failure of the linear estimate at 100 V does not show that the shift there is large; this model simply does not determine it. It also assumes that the metal electrodes pass the ionic current. If the oil-side electrode blocks ions, charge collects there too, and the apparent permittivity rises again at frequencies well below 0.1 mHz. In that case $\varepsilon_s$ marks only a narrow plateau of about 14 near 0.1 mHz, lowered a further 1.5\% or so by the second diffuse layer, and not the limit $\omega\to0$. Breakdown is not the limit, since the pressboard field at 100 V is 33 V/mm against a rough 10 kV/mm. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
oil, pressboard thickness: 7.0, 3.0 mm
fractions f1 (oil), f2 (pressboard): 0.70, 0.30
relative permittivities e1, e2: 2.2, 4.5
conductivities s1, s2: 1.0e-12, 1.0e-14 S/m
high-frequency limit eps_inf: 2.598
field factors g1, g2 at low frequency: 0.0326, 3.2573
weights f1*g1^2, f2*g2^2: 0.000743, 3.1831
low-frequency limit eps_s: 14.325
eps_s / e2: 3.183
limit e2/f2 for perfectly conducting oil: 15.00
relaxation time tau: 109.9 s
relaxation frequency: 1.448 mHz
eps' exceeds both below: 3.292 mHz
f = 50000 mHz: eps' = 2.598, tan delta = 0.0001
f = 100 mHz: eps' = 2.601, tan delta = 0.0675
f = 10 mHz: eps' = 2.839, tan delta = 0.6065
f = 3 mHz: eps' = 4.815, tan delta = 0.9941
f = 1 mHz: eps' = 10.540, tan delta = 0.5758
f = 0.1 mHz: eps' = 14.270, tan delta = 0.4668
threshold s2/s1 for exceeding both: 0.4338
threshold s1/s2 for exceeding both: 2.305
actual s2/s1: 0.0100
eps_s with the conductivities swapped: 3.116
ceiling e1/f1 if oil is the resistive layer: 3.143
equal permittivities 3, f1=0.5, s2/s1=1.2: eps_s = 3.0248
returned charge on shorting / (eps0*E), simulated: 14.325
electrode charge / (eps0*E) at oil side: 0.0717
electrode charge / (eps0*E) at pressboard side: 14.658
rough ion mobility in oil: 1.0e-09 m2/(V s)
Debye length in oil: 22.2 um
diffuse layer / pressboard, series elastance: 1.51 %
thermal voltage kT/q at 20 C: 25.3 mV
1 V: interface charge 12.9 nC/m2, share of ion supply 0.369 %
1 V: linear diffuse-layer drop 14.7 mV, ion swing at 0.1 mHz 0.0139 mm
1 V: pressboard field 0.326 V/mm, share of breakdown 0.0033 %
100 V: interface charge 1.29e+03 nC/m2, share of ion supply 36.9 %
100 V: linear diffuse-layer drop 1.47e+03 mV, ion swing at 0.1 mHz 1.39 mm
100 V: pressboard field 32.6 V/mm, share of breakdown 0.33 %
rough breakdown field used: 10 kV/mm
current density at 1 V, 0.1 mHz: 8.76 pA/m2
eps_s if pressboard permittivity rises to 5.5: 17.51
rough activation energies oil, pressboard: 0.4, 0.9 eV
60 C: s1, s2 = 6.69e-12, 7.21e-13 S/m
60 C: eps_s = 9.71, tau = 13.43 s
\end{verbatim}
